\section*{Digamma weak-localization magnetoconductivity of a diffusive two-dimensional electron gas}

\section{A large response to a small field}

A two-dimensional electron gas with sheet conductivity $801\,\mu$S and mobility $1000$ cm$^2$/Vs is placed in a perpendicular field of $10$ mT. Classical bending of the orbits lowers $\sigma_{xx}$ by $0.0008\,\mu$S. For the channel worked out at the end, with effective mass $0.28\,m_e$ and a phase memory of $20$ ps, the theorem below gives an increase of $5.0\,\mu$S, about six thousand times larger and of opposite sign. The field acts through the phase of electron waves that run around closed loops in opposite senses.

\paragraph{Assumptions.} The electrons have charge $-e$ with $e>0$, mass $m$, one parabolic isotropic band and spin degeneracy 2. The disorder is weak white noise, $\langle V(\mathbf r)V(\mathbf r')\rangle=\gamma_0\delta(\mathbf r-\mathbf r')$, with $k_Fl\gg1$. There is no spin-orbit coupling and there are no magnetic impurities. Phase memory is lost at a given rate $1/\tau_\phi\ll1/\tau$, where $\tau$ is the elastic time. Let $l=v_F\tau$, $D=v_F^2\tau/2$, and let $N_0=m/(2\pi\hbar^2)$ be the density of states per spin. Electron-electron corrections other than dephasing are left out.

\paragraph{Theorem.} Let $\delta\sigma$ be the leading interference correction in $1/(k_Fl)$. For $B\ll B_e$,
\begin{equation}
\Delta\sigma(B)\equiv\delta\sigma(B)-\delta\sigma(0)
=G_0\left[\psi\!\left(\tfrac12+h\right)-\ln h\right],\qquad h=\frac{B_\phi}{B},
\label{main}
\end{equation}
\begin{equation}
G_0=\frac{e^2}{2\pi^2\hbar},\qquad
B_\phi=\frac{\hbar}{4eD\tau_\phi},\qquad
B_e=\frac{\hbar}{4eD\tau}=\frac{\hbar}{2el^2},
\end{equation}
where $\psi$ is the digamma function.

\section{The Cooperon at zero field}

\paragraph{Lemma 1 (Drude term).} The starting point is the Kubo formula for area $\mathcal A$,
\begin{equation}
\sigma=\frac{2\hbar e^2}{\pi\mathcal A}\,
{\rm Tr}\,\langle v_x\,{\rm Im}G^R\,v_x\,{\rm Im}G^R\rangle .
\end{equation}
The factor 2 is spin. Since ${\rm Im}G^R=(G^R-G^A)/2i$, the two mixed products together give $\frac12G^RG^A$, so the mixed part has prefactor $\hbar e^2/\pi$. The products $G^RG^R$ and $G^AG^A$ have poles on one side of the real axis and contribute only at relative order $1/(k_Fl)$, apart from a logarithm of the upper band cutoff that cancels against the same logarithm in the mixed part.

The golden rule $1/\tau=2\pi N_0\gamma_0/\hbar$ fixes $\gamma_0=\hbar/(2\pi N_0\tau)$. The averaged functions are $G^{R,A}=1/(-\xi\pm i\eta)$, with $\eta=\hbar/2\tau$ and $\xi$ the energy from the Fermi level. Isotropic scattering gives no ladder correction to the current vertex. With $\langle v_x^2\rangle=v_F^2/2$,
\begin{equation}
\sigma_0=\frac{\hbar e^2}{\pi}N_0\frac{v_F^2}{2}\int\frac{d\xi}{\xi^2+\eta^2}
=\frac{\hbar e^2}{\pi}N_0\frac{v_F^2}{2}\,\frac{2\pi\tau}{\hbar}=2e^2N_0D .
\end{equation}

\paragraph{Lemma 2 (ladder).} In the maximally crossed diagrams the retarded and advanced amplitudes visit the same impurities in opposite order. Reversing one line turns the crossed diagram into a ladder with conserved total wave vector $\mathbf q$. Its element is $\Pi(\mathbf q)=\int\frac{d^2k}{(2\pi)^2}G^R(\mathbf k)G^A(\mathbf q-\mathbf k)$. For $q\ll k_F$, $\xi_{\mathbf q-\mathbf k}=\xi-u$ with $u=\hbar\mathbf v\cdot\mathbf q$. Closing the contour around $\xi=i\eta$ gives
\begin{equation}
\int\frac{d\xi}{(\xi-i\eta)(\xi-u+i\eta)}=\frac{2\pi i}{2i\eta-u}
=\frac{2\pi\tau}{\hbar}\,\frac1{1+i\tau\mathbf v\cdot\mathbf q}.
\end{equation}
The odd part in $\cos\varphi$ averages to zero. The substitution $t=\tan\varphi$ gives
\begin{equation}
P(q)\equiv\gamma_0\Pi=\left\langle\frac1{1+q^2l^2\cos^2\varphi}\right\rangle
=\frac1\pi\int_{-\infty}^{\infty}\frac{dt}{t^2+1+q^2l^2}=\frac1{\sqrt{1+q^2l^2}} .
\end{equation}
In a test with the full parabolic band at $k_Fl=200$ and $ql=0.3$, 1 and 2, the largest relative deviation from this result was $3.5\times10^{-3}$.

Crossing needs at least two impurities, so the ladder is $\Gamma=\gamma_0(P+P^2+\dots)=\gamma_0P/(1-P)$. For $ql\ll1$, $1-P\simeq q^2l^2/2=D\tau q^2$. Dephasing multiplies each flight of duration $t$ by $e^{-t/\tau_\phi}$, which adds $\tau/\tau_\phi$ to $1-P$ at leading order:
\begin{equation}
\Gamma(q)\simeq\frac{\gamma_0}{\tau\,(Dq^2+1/\tau_\phi)} .
\end{equation}

\paragraph{Lemma 3 (current vertices).} The correction is
\begin{equation}
\delta\sigma=\frac{\hbar e^2}{\pi}\int\!\frac{d^2q}{(2\pi)^2}\Gamma(q)
\int\!\frac{d^2k}{(2\pi)^2}v_x(\mathbf k)v_x(\mathbf q-\mathbf k)|G(\mathbf k)|^2|G(\mathbf q-\mathbf k)|^2 .
\end{equation}
At small $q$ the second velocity is opposite to the first, which is backscattering, and the velocity product averages to $-v_F^2/2$. With $\int d\xi\,(\xi^2+\eta^2)^{-2}=\pi/2\eta^3=4\pi\tau^3/\hbar^3$,
\begin{align}
\delta\sigma&=-\frac{\hbar e^2}{\pi}\,\frac{v_F^2N_0}{2}\,\frac{4\pi\tau^3}{\hbar^3}\,
\frac{\hbar}{2\pi N_0\tau^2}\int\!\frac{d^2q}{(2\pi)^2}\frac1{Dq^2+1/\tau_\phi}\nonumber\\
&=-\frac{2e^2D}{\pi\hbar}\,C(\mathbf r,\mathbf r),\qquad
\left(-D\nabla^2+\frac1{\tau_\phi}\right)C(\mathbf r,\mathbf r')=\delta(\mathbf r-\mathbf r').
\label{return}
\end{align}
Thus $C(\mathbf r,\mathbf r)$ is the time-integrated return density of a diffusing particle, weighted by the survival of phase.

Two further diagrams add an impurity line that separates the current vertices. Each vertex is then a vector function of $\mathbf q$ alone, so it vanishes linearly at $q=0$. Their product supplies a factor $(ql)^2$, which cancels the pole. These diagrams therefore leave the diffusive logarithm unchanged.

\section{Charge $2e$ and its Landau levels}

\paragraph{Lemma 4 (doubled phase).} If $\mu B\ll1$, with $\mu$ the mobility, the orbit hardly bends over one mean free path. The field then enters the averaged Green function mainly through a straight-line phase. Orbit curvature adds a phase of order $k_Fl(\mu B)^2$, which is even in $B$; it can be absorbed in $g$ and cancels from $|g|^2$ below:
\begin{equation}
G^R(\mathbf r,\mathbf r')=e^{i\theta(\mathbf r,\mathbf r')}g(|\mathbf r-\mathbf r'|),\qquad
\theta(\mathbf r,\mathbf r')=-\frac e\hbar\int_{\mathbf r'}^{\mathbf r}\mathbf A\cdot d\boldsymbol\ell .
\end{equation}
Since $G^A(\mathbf r,\mathbf r')=[G^R(\mathbf r',\mathbf r)]^*$ and $\theta$ is antisymmetric, $G^A(\mathbf r,\mathbf r')=e^{i\theta(\mathbf r,\mathbf r')}g^*$. The Cooperon element is therefore
\begin{equation}
G^R(\mathbf r,\mathbf r')G^A(\mathbf r,\mathbf r')=e^{2i\theta(\mathbf r,\mathbf r')}|g|^2 .
\end{equation}
It propagates with charge $-2e$. In the ordinary diffusion ladder, $G^R(\mathbf r,\mathbf r')G^A(\mathbf r',\mathbf r)$ has no such phase. As a test, lattice Green functions were computed on a $32\times32$ torus carrying four flux quanta. The product of three Cooperon elements around a triangle of 18 cells had $1.9998$ times the single-charge phase.

To obtain the diffusion equation, put $\mathbf r'=\mathbf r-\boldsymbol\rho$. The phase and the shift combine into $e^{2i\theta}f(\mathbf r')=e^{-i\boldsymbol\rho\cdot\mathbf K}f(\mathbf r)$, with $\mathbf K=-i\nabla+2e\mathbf A/\hbar$. Flight lengths have density $e^{-\rho/l}/l$, so $\langle\rho^2\rangle=2l^2$. The isotropic average to second order is $1-\langle\rho^2\rangle K^2/4=1-D\tau K^2$. Hence $-\nabla^2$ in Eq.~(\ref{return}) becomes $K^2$.

\paragraph{Lemma 5 (levels).} Let $\lambda^{-2}=2eB/\hbar$. Then
\begin{equation}
[K_x,K_y]=-i\frac{2e}{\hbar}(\partial_xA_y-\partial_yA_x)=-\frac{i}{\lambda^2}.
\end{equation}
So $\lambda K_y$ and $\lambda K_x$ obey the commutation rule of position and momentum in an oscillator, and $K^2$ has eigenvalues $(2n+1)/\lambda^2$. In Landau gauge the states are labelled by $k_y$ with spacing $2\pi/L_y$, and their centres $-\lambda^2k_y$ must lie within $L_x$. This gives $L_xL_y/(2\pi\lambda^2)$ states per level. Therefore
\begin{equation}
DK^2\to\frac{4eDB}{\hbar}\left(n+\tfrac12\right),\qquad
\frac1{2\pi\lambda^2}=\frac{eB}{\pi\hbar}\ \hbox{ states per area}.
\end{equation}

\section{Proof of the theorem}

Homogeneity makes $C(\mathbf r,\mathbf r)$ the state density times the sum over levels. Keeping $N$ levels,
\begin{align}
\delta\sigma(B)&=-\frac{2e^2D}{\pi\hbar}\,\frac{eB}{\pi\hbar}
\sum_{n=0}^{N-1}\frac{1}{(4eDB/\hbar)(n+\frac12)+1/\tau_\phi}\nonumber\\
&=-G_0\sum_{n=0}^{N-1}\frac1{n+\frac12+h}.
\end{align}
At zero field set $Dq^2=(4eDB/\hbar)w$, so that $q\,dq=(2eB/\hbar)dw$. The density of states is then $eB/(\pi\hbar)$ per unit $w$, so each Landau level replaces the states of a unit interval of $w$. Keeping the same number of states cuts the integral at $w=N$:
\begin{equation}
\delta\sigma(0)=-G_0\int_0^N\frac{dw}{w+h}=-G_0\ln\frac{N+h}{h}.
\end{equation}
Repeated use of $\psi(z+1)=\psi(z)+1/z$ sums the levels:
\begin{equation}
\frac{\Delta\sigma}{G_0}=\ln\frac{N+h}{h}-\psi\!\left(N+\tfrac12+h\right)+\psi\!\left(\tfrac12+h\right).
\end{equation}
For large argument $\psi(N+\frac12+h)=\ln(N+h)+O(N^{-2})$. The cutoff cancels and Eq.~(\ref{main}) follows. Diffusion holds up to $N$ of order $B_e/B$, hence the condition $B\ll B_e$. $\square$

\paragraph{Loops in time.} Writing each denominator as $\int_0^\infty dt\,e^{-(n+1/2+h)t}$ and summing the geometric series gives
\begin{equation}
\frac{\Delta\sigma}{G_0}=\int_0^\infty dt\,e^{-ht}\left[\frac1t-\frac1{2\sinh(t/2)}\right],
\end{equation}
where $t$ is the loop duration in units of $\hbar/(4eDB)$. The bracket is positive because $\sinh(t/2)>t/2$. Hence $\Delta\sigma>0$, and it grows as $h$ falls: the field removes constructive interference from the longer loops.

\paragraph{Two limits.} For $B\ll B_\phi$, dephasing restricts the integral to small $t$, where the bracket is $t/24$. For $B_\phi\ll B\ll B_e$, the digamma function tends to $\psi(\frac12)=-1.96$. Thus
\begin{equation}
\Delta\sigma\simeq\frac{G_0}{24}\left(\frac B{B_\phi}\right)^2,\qquad
\Delta\sigma\simeq G_0\left[\ln\frac B{B_\phi}-1.96\right],
\end{equation}
respectively. In the second regime the field, instead of $\tau_\phi$, sets the longest effective loop.

\section{Finite mean free path}

The diffusive expansion can be avoided in the backscattering part. For a flight $\rho=sl$, the component of $\mathbf K$ along $\boldsymbol\rho$ is $(a+a^\dagger)/(\sqrt2\lambda)$ in oscillator operators. The diagonal element of $e^{-i\boldsymbol\rho\cdot\mathbf K}$ is $e^{-z/2}L_n(z)$, where $L_n$ is a Laguerre polynomial and $z=\rho^2/2\lambda^2$. This follows by ordering the exponential and summing its powers of $a^\dagger$ and $a$. With $x=B/B_e=l^2/\lambda^2$ and $\epsilon=\tau/\tau_\phi=hx$, the flight kernel has eigenvalues
\begin{equation}
P_n=\int_0^\infty ds\,e^{-s(1+\epsilon)-xs^2/4}L_n(xs^2/2).
\end{equation}
At finite $q$ the integral of Lemma 3 gains a factor $1/[1+(\tau\mathbf v\cdot\mathbf q)^2]$, because two Lorentzians of width $\eta$ convolve to one of width $2\eta$. Its angular average is $P$, so the backscattering part contains $P^2/(1-P)=P^2+P^3/(1-P)$. To leading order in $1/(k_Fl)$ the current vertices lie on the straight line through the first and last impurities. In a field this factor is therefore the same flight kernel with the same straight-line phase, and $P$ becomes $P_n$ throughout. The term $P^2$ describes loops through two impurities. They enclose no area and drop out of the field dependence. The rest is
\begin{equation}
\delta\sigma_{\rm b}(B)=-G_0x\sum_n\frac{P_n^3}{1-P_n},\qquad
\delta\sigma_{\rm b}(0)=-G_0\ln\left(1+\frac{\tau_\phi}{\tau}\right).
\end{equation}
At zero field the sum becomes an integral over $w'=q^2l^2/2$. With $y=1/P=\sqrt{(1+\epsilon)^2+2w'}$ it is $\int_{1+\epsilon}^\infty dy/[y(y-1)]=\ln[(1+\epsilon)/\epsilon]$.

\paragraph{Leading error of the digamma law.} Let $\nu=n+\frac12$ and $a_\nu=x(\nu+h)$. To second order $e^{-z/2}L_n=1-\nu z+(\nu^2+\frac14)z^2/4$. Integration over $s$ gives
\begin{equation}
1-P_n=a_\nu-\tfrac32a_\nu^2+\tfrac12\epsilon^2-\tfrac38x^2+\dots
\end{equation}
Since $P^3/(1-P)=1/(1-P)-1-P-P^2$, each term of the sum is $1/a_\nu-\frac32-(\frac12\epsilon^2-\frac38x^2)/a_\nu^2+\dots$. The first piece gives the digamma law. The constant cancels against zero field. The last piece gives $x(\frac12h^2-\frac38)\psi'(\frac12+h)$ in the field and $\frac12hx$ at zero field, so
\begin{equation}
\frac{\Delta\sigma_{\rm b}-\Delta\sigma}{G_0}
=x\left[\left(\tfrac12h^2-\tfrac38\right)\psi'\!\left(\tfrac12+h\right)-\tfrac12h\right]+\dots
\label{error}
\end{equation}
At $h=\frac12$, where $\psi'(1)=\pi^2/6$, this is $-0.661x$. It predicts $-0.0013$ and $-0.0066$ for $x=0.002$ and $0.010$; the full ladder gives $-0.00128$ and $-0.00594$.

As $B\to0$, $\psi'(\frac12+h)\simeq1/h-1/(12h^3)$ and the bracket tends to $-5/(12h)$. Divided by $1/(24h^2)$, the error relative to the law is $-10hx=-10\tau/\tau_\phi$. It does not vanish at zero field, because the longest coherent loops still contain a finite number of flights.

\section{A wide-gap channel at low temperature}

The round inputs are density $5\times10^{12}$ cm$^{-2}$, mobility $1000$ cm$^2$/Vs, $m=0.28\,m_e$, temperature $2$ K and $\tau_\phi=20$ ps. They give $\tau=0.159$ ps, $l=36.9$ nm, $D=42.8$ cm$^2$/s and $k_Fl=20.7$. The phase is kept over $\sqrt{D\tau_\phi}=292$ nm. The field scales are $B_\phi=1.92$ mT and $B_e=242$ mT, and $G_0=12.33\,\mu$S.

At $10$ mT, $h=1.92/10=0.192$ and
\begin{equation}
\Delta\sigma=12.33\,\mu{\rm S}\,[\psi(0.692)-\ln0.192]
=12.33\,\mu{\rm S}\,[-1.243+1.650]=5.0\,\mu{\rm S}.
\end{equation}
With $\mu B=0.001$, the sheet resistance changes, to first order in the interference correction, by $-\Delta\sigma/\sigma_0^2=-(5.01\times10^{-6})(1248)^2=-7.8$ ohm/sq, or $-0.6\%$ of its Drude value. Inverting the conductivity with the zero-field backscattering term of $-59.7\,\mu$S included would give about $-9.1$ ohm/sq; the non-backscattering diagrams add about $+8\,\mu$S at zero field ($G_0\ln2$ for $\tau\ll\tau_\phi$), which moves this to about $-8.9$ ohm/sq. At $0.5$ mT the quadratic limit gives $0.035\,\mu$S, against $0.034\,\mu$S from the full law.

The backscattering ladder gives $4.5\,\mu$S at $10$ mT, so the digamma law is $10\%$ above it. The excess is $16\%$ at $50$ mT and remains $8\%$ at $0.5$ mT. Equation~(\ref{error}) explains the low-field remainder: $10\tau/\tau_\phi=10(0.159/20)=0.08$. If the ladder were the data, fitting the digamma law to its low-field curvature would make $B_\phi$ too large by $\sqrt{1.076}-1\simeq4\%$, and $\tau_\phi$ too short by about as much at fixed $D$. These figures do not include the non-backscattering diagrams, which may contribute at the same order in $x$.

\paragraph{Comparison with a real channel.} The inputs lie in the rough regime of an aluminium-gallium-oxide/gallium-oxide transistor channel; $\tau_\phi$ is a chosen value, not a measured one. The temperature is that of cryogenic characterization, far below that of power operation. Near room temperature inelastic scattering is frequent, $\tau_\phi\gg\tau$ fails, and Eq.~(\ref{main}) should not be used. Even at low temperature $\tau_\phi$ varies between samples: halving it at fixed $D$ doubles $B_\phi$ and reduces the low-field response fourfold. Smooth disorder from remote donors breaks the white-noise assumption, and its effect is not sized here.

\paragraph{Other neglected effects.} The ratio $k_BT/E_F=0.004$ justifies a degenerate gas, and the Zeeman energy at $10$ mT is $0.007\,k_BT$ for $g=2$. Higher orders in disorder are governed by $1/(k_Fl)=0.05$ but are enhanced by the logarithm: the zero-field backscattering term is already $-7.5\%$ of $\sigma_0$. Lowering $D$ by that fraction at fixed $\tau_\phi$ would raise $B_\phi$ and reduce Eq.~(\ref{main}) by about $14\%$ at $0.5$ mT and $8\%$ at $10$ mT, so the quoted values are uncertain at roughly this level. A triangular well with mean field $0.45$ MV/cm, from a rough relative permittivity of 10, has its second subband $114$ meV above the first. This exceeds $E_F=43$ meV, but the triangular well rises without limit, whereas the electrons screen the field and flatten the real well. Without other confining charge or a back barrier, the spacing can fall below $E_F$. For a hard wall and the electrons' own charge in one subband, a self-consistent well gives about $27$ meV in the Hartree approximation and about $51$ meV with local-density exchange and correlation, so the case is marginal. A single occupied subband is therefore an assumption here, to be checked by a self-consistent calculation for the actual layers.

Spin-orbit coupling can change the sign of the effect, so its absence needs a criterion. A Rashba term of coefficient $\alpha$ makes spins precess at $\omega=2\alpha k_F/\hbar$ about an in-plane axis set by the direction of motion. For $\omega\tau\ll1$, the direction-dependent part of the spin is $\mathbf S_1=\tau\boldsymbol\omega\times\mathbf S_0$. The mean spin then obeys $\dot{\mathbf S}_0=\langle\boldsymbol\omega\times\mathbf S_1\rangle=-\tau\langle\omega^2\mathbf S_0-\boldsymbol\omega(\boldsymbol\omega\cdot\mathbf S_0)\rangle$. Its in-plane decay rate is $\omega^2\tau/2$. Requiring this to be at most $0.1/\tau_\phi$ gives
\begin{equation}
\alpha\le\frac{\hbar}{2k_F}\sqrt{\frac{0.2}{\tau\tau_\phi}}=0.15\ \hbox{meV nm},
\end{equation}
a spin splitting $2\alpha k_F$ of $0.165$ meV. To see what this limit leaves, let $\mathbf S$ now be the total spin, in units of $\hbar$, of the two amplitudes in the Cooperon. Rashba coupling replaces $\mathbf K$ by $\mathbf K+(2m\alpha/\hbar^2)(S_y,-S_x)$, which acts on the three states of total spin one and leaves the singlet unchanged. Summing the resulting levels at the limiting $\alpha$ gives a response lower by about $3\%$ at $0.5$ mT and $0.4\%$ at $10$ mT. The limit is a condition on the channel, not a value for gallium oxide. The remaining field values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Tests
largest relative error of pair bubble: 3.5e-03
loop phase / single-charge phase: 1.9998
ladder minus digamma, h=0.5, x=0.002: -0.00128 G0
ladder minus digamma, h=0.5, x=0.010: -0.00594 G0
Inputs
density: 5.0e+12 cm^-2
mobility: 1000 cm2/Vs
effective mass: 0.28 m_e
temperature: 2.0 K
dephasing time: 20.0 ps
relative permittivity: 10
Derived
Fermi wave number: 0.5605 nm^-1
Fermi energy: 42.75 meV
elastic time: 0.1592 ps
mean free path: 36.89 nm
k_F l: 20.68
diffusion constant: 42.75 cm2/s
dephasing length: 292.4 nm
Drude sheet conductivity: 801.1 uS
Drude sheet resistance: 1248.3 ohm/sq
G0: 12.3315 uS
B_phi: 1.9247 mT
B_e: 241.80 mT
zero-field backscattering term: -59.70 uS
same / Drude: -7.45 %
Magnetoconductivity: digamma law, full backscattering ladder
B= 0.5 mT:   0.0343 uS,   0.0319 uS, law/ladder 1.076
B= 1.0 mT:   0.1329 uS,   0.1234 uS, law/ladder 1.077
B= 2.0 mT:   0.4818 uS,   0.4466 uS, law/ladder 1.079
B= 5.0 mT:   2.1015 uS,   1.9316 uS, law/ladder 1.088
B=10.0 mT:   5.0099 uS,   4.5471 uS, law/ladder 1.102
B=20.0 mT:   9.6997 uS,   8.6356 uS, law/ladder 1.123
B=50.0 mT:  18.1531 uS,  15.5852 uS, law/ladder 1.165
At 10 mT and neglected effects
sheet-resistance change by the law: -7.807 ohm/sq
classical change of sigma_xx: -0.000801 uS
Zeeman energy (g=2) / kT: 0.00672
kT / Fermi energy: 0.00403
1/(k_F l): 0.0484
mean confining field: 0.452 MV/cm
subband spacing, triangular well: 114.3 meV
Rashba coefficient for B_so = B_phi/10: 0.1472 meV nm
its spin splitting at k_F: 0.1650 meV
\end{verbatim}
